# Why long light pulses raise defect density by d^(-1/3)

## Question

I am working on light-induced defects in hydrogenated amorphous silicon. The exercise gives the creation law

$$\frac{dN}{dt}\propto\frac{G^2}{N^2},$$

where $N$ is the defect density and $G$ the generation rate of electron–hole pairs. It asks me to show that long square pulses of duty cycle $d$ raise the defect density by $d^{-1/3}$ compared with continuous light of the same average generation.

The peak generation must be $1/d$ times the average, so the creation rate during a pulse goes up by $1/d^2$. The light is on for a fraction $d$ of the time. That leaves a factor $1/d$, not $d^{-1/3}$. Where does the cube root come from? And what must the pulses be long compared with?

## Answer

Your factor $1/d$ is correct for the creation rate **at a given defect density**. The two films do not stay at the same density, however. The pulsed film gains defects faster, and those defects then slow further creation through the $1/N^2$. Integrating the law accounts for this. I start with the origin of the law, because it also tells you what "long" means.

### Where the law comes from

Let $n$ and $p$ be the electron and hole densities, including carriers in shallow traps. Suppose that nearly all carriers are lost at defects, with constant effective capture coefficients $A_n$ and $A_p$:

$$\frac{dn}{dt}=G-A_n nN,\qquad \frac{dp}{dt}=G-A_p pN .$$

The lifetimes are therefore $\tau_n=1/(A_nN)$ and $\tau_p=1/(A_pN)$. If $G$ and $N$ change little during a lifetime, the carriers are quasi-steady. Setting the derivatives to zero gives

$$n=\frac{G}{A_nN},\qquad p=\frac{G}{A_pN}.$$

Now assume that a defect is created in a small fraction of the rare events in which an electron and a hole recombine directly, without passing through a defect. The rate of such events is proportional to $np$, so

$$\frac{dN}{dt}=c\,np=\frac{c}{A_nA_p}\frac{G^2}{N^2}\equiv k\frac{G^2}{N^2}.$$

One factor $G/N$ comes from each carrier. With $c$, $A_n$ and $A_p$ in cm³/s, $k$ has the unit cm⁻³ s.

This model does not impose charge neutrality on $n$ and $p$ separately. Their difference must be balanced by charged defects, so it has to be small compared with $N$, and more strictly with the density of defects that are already charged, if constant capture coefficients are to be reasonable.

### The integration

Multiply the law by $3N^2$. The left side becomes the derivative of $N^3$:

$$3N^2\frac{dN}{dt}=\frac{d(N^3)}{dt}=3kG^2 .$$

Starting from $N_0$, this gives

$$N^3(t)=N_0^3+3k\int_0^t G^2(t')\,dt' .$$

The history of the light enters through the time integral of $G^2$, whereas equal average generation fixes the integral of $G$.

Let $G_a$ be the average generation. For continuous light the integral is $G_a^2t$. For pulses the peak is $G_p=G_a/d$, and over a whole number of periods the lit time is $dt$. Hence

$$\int_0^t G^2dt'=\left(\frac{G_a}{d}\right)^2(d\,t)=\frac{G_a^2t}{d}.$$

This is your factor $1/d$, but it multiplies the growth of $N^3$. With the same $t$, $k$ and $N_0$ in both exposures,

$$\frac{N_{\rm pulsed}}{N_{\rm cw}}=\left[\frac{N_0^3+3kG_a^2t/d}{N_0^3+3kG_a^2t}\right]^{1/3}.$$

When $N_0^3\ll3kG_a^2t$, the initial density drops out and

$$\boxed{\frac{N_{\rm pulsed}}{N_{\rm cw}}\to d^{-1/3}}$$

"Raised by $d^{-1/3}$" thus means multiplied by that factor relative to continuous light. If the exposure ends partway through a period, the integral is off by less than one pulse's contribution, which is negligible after many periods.

### Early times and other comparisons

To see the effect of the initial density, define $x=N_0^3/(3kG_a^2t)$. Dividing numerator and denominator by $3kG_a^2t$ gives

$$\frac{N_{\rm pulsed}}{N_{\rm cw}}=d^{-1/3}\left[\frac{1+d\,x}{1+x}\right]^{1/3}.$$

For $d<1$ the bracket is below one, so a nonzero initial density lowers the ratio. For small $x$ the correction factor is approximately $1-(1-d)x/3$.

In the opposite limit, even the pulsed exposure has added little: $3kG_a^2t/d\ll N_0^3$. Expanding the cube root then gives

$$N_{\rm pulsed}-N_0\simeq\frac{kG_a^2t}{d\,N_0^2},\qquad
N_{\rm cw}-N_0\simeq\frac{kG_a^2t}{N_0^2}.$$

The ratio of the **added** densities is $1/d$. Your estimate therefore describes the start of the exposure, before the new defects act back on the carriers.

The integral also gives a comparison of times. Continuous light reaches the pulsed density when its $G_a^2t'$ equals $G_a^2t/d$, that is, at $t'=t/d$. This holds for any $N_0$ shared by the two films.

The answer depends on what is held fixed. If the continuous light has the same **peak** generation as the pulses, the integrals are $G_p^2t$ and $G_p^2dt$. The late-time ratio is then $d^{1/3}$, and pulsing lowers the density.

### What "long" means

The pulse must be long compared with the carrier response times. To find the correction, take a period $T$, a pulse width $w=dT$, and an $N$ that barely changes during one period. The product rule gives

$$\begin{aligned}
\frac{d(np)}{dt}&=p\left(G-\frac{n}{\tau_n}\right)+n\left(G-\frac{p}{\tau_p}\right)\\
&=G(n+p)-np\left(\frac1{\tau_n}+\frac1{\tau_p}\right).
\end{aligned}$$

Once the carriers repeat from period to period, the left side averages to zero, so

$$\langle np\rangle=\frac{\tau_n\tau_p}{\tau_n+\tau_p}\langle G(n+p)\rangle .$$

We now need the carriers only while the light is on. At a time $s$ after the start of a pulse, the electron equation has the solution

$$n(s)=G_p\tau_n\left(1-a_ne^{-s/\tau_n}\right).$$

The constant $a_n$ follows from periodicity. Write $u=e^{-w/\tau_n}$ and $v=e^{-(T-w)/\tau_n}$. The density at the end of the pulse, reduced by the dark decay $v$, must equal the starting density:

$$1-a_n=(1-a_nu)v\quad\Rightarrow\quad a_n=\frac{1-v}{1-uv}.$$

Averaging $Gn$ over the period gives

$$\langle Gn\rangle=\frac{G_p^2\tau_n}{T}\int_0^w\left(1-a_ne^{-s/\tau_n}\right)ds
=\frac{G_a^2\tau_n}{d}(1-L_n),$$

where $dG_p^2=G_a^2/d$ was used and

$$L_n=a_n\frac{\tau_n}{w}\left(1-e^{-w/\tau_n}\right).$$

Holes give the same expression with $\tau_p$. Continuous light has $np=G_a^2\tau_n\tau_p$. Dividing by this gives the gain in creation rate at fixed $N$:

$$E=\frac{\langle np\rangle}{G_a^2\tau_n\tau_p}
=\frac1d\left[1-\frac{\tau_nL_n+\tau_pL_p}{\tau_n+\tau_p}\right].$$

**Long pulses.** Since $uv\le v$, we have $a_n\le1$ and therefore $L_n\le\tau_n/w$. Both losses vanish when $w\gg\tau_n,\tau_p$, and $E\to1/d$. If the dark intervals are long too, the shortfall relative to $1/d$ is approximately $(\tau_n^2+\tau_p^2)/[(\tau_n+\tau_p)w]$.

**Short periods.** If $T\ll\tau_n,\tau_p$, expanding the exponentials gives $a_n\to(T-w)/T=1-d$ and $L_n\to1-d$. Then $E\to1$. The carriers respond to the average light, and pulsing gives no gain.

Time integration of the carrier equations shows the crossover. For $d=0.2$, $\tau_n=1$ and $\tau_p=2$ in a common time unit, periods of 0.5, 5 and 100 give gains of 1.007, 1.488 and 4.583. The long-pulse limit is 5.

A second test integrates $n$, $p$ and $N$ together without assuming quasi-steady carriers. In scaled units the period and average generation are 1, $A_n=4000$, $A_p=2000$, $k=0.05$ and $N_0=0.2$. After 20 periods with $d=0.1$ the density ratio is 2.152, compared with $d^{-1/3}=2.154$.

### Numbers for an amorphous silicon film

Take round parameters: $G_a=2\times10^{21}$ cm⁻³ s⁻¹, $N_0=10^{16}$ cm⁻³ and $t=10^5$ s. The pulses last 1 ms and repeat every 10 ms, so $d=0.1$ and $G_p=2\times10^{22}$ cm⁻³ s⁻¹. With $A_n=4\times10^{-9}$, $A_p=2\times10^{-9}$ and $c=8\times10^{-16}$ cm³/s,

$$k=\frac{8\times10^{-16}}{(4\times10^{-9})(2\times10^{-9})}=100\ \text{cm}^{-3}\,\text{s}.$$

The growth term for continuous light is

$$3kG_a^2t=3(100)(2\times10^{21})^2(10^5)=1.2\times10^{50}\ \text{cm}^{-9},$$

while $N_0^3=10^{48}$ cm⁻⁹. Therefore

$$N_{\rm cw}=(1.21\times10^{50})^{1/3}=4.95\times10^{16}\ \text{cm}^{-3},$$

$$N_{\rm pulsed}=(1.201\times10^{51})^{1/3}=1.06\times10^{17}\ \text{cm}^{-3}.$$

The ratio is 2.149, slightly below 2.154 because of $N_0$. Continuous light would need $10^6$ s to reach the pulsed density. For $d=0.5$ and $0.2$ the ratios are 1.258 and 1.706.

At $N_0$ the lifetimes are 25 and 50 ns, and they shorten as $N$ grows. The finite response lowers the rate gain by only 0.004 % relative to $1/d$. If trapping held both response times at 10 µs throughout the exposure, the reduction would be 1 %. Because $N$ follows the cube root, that would lower the late-time density by about one third of a percent. If the response times started at 10 µs and shortened as $1/N$, the effect would be smaller still. These estimates concern timing alone and keep $k$ unchanged. At the peak generation, a 10 µs response implies $2\times10^{17}$ carriers per cm³, mostly trapped. That is more than the defect density, so the simple recombination model may no longer hold.

### What the simple law leaves out

**Saturation** at a fixed ceiling is the largest correction to the ratio for the parameters of this example. As a simple model, multiply the creation rate by $1-N/N_s$, with $N_s=2\times10^{17}$ cm⁻³. The densities become $4.64\times10^{16}$ and $9.18\times10^{16}$ cm⁻³, and their ratio falls to 1.98. The pulsed film is closer to the ceiling, so its creation is suppressed more. The sign of this correction belongs to the model, in which both films share one $N_s$. Suppose instead that saturation comes from light-induced annealing at a rate $\lambda G$, which averages to $\lambda G_a$ in both films. The steady density is then $N^2=k\langle G^2\rangle/(\lambda G_a)$, and the ratio rises towards $d^{-1/2}=3.16$. With $\lambda$ chosen so that continuous light saturates at $2\times10^{17}$ cm⁻³, the ratio is 2.16 at $10^5$ s.

**Annealing** acts differently. Let the excess density decay at a rate $r$, and first neglect $N_0$. With $\langle G^2\rangle$ averaged over a period,

$$\frac{dN}{dt}=\frac{k\langle G^2\rangle}{N^2}-rN
\quad\Rightarrow\quad
\frac{d(N^3)}{dt}=3k\langle G^2\rangle-3rN^3 .$$

The solution starting from zero is

$$N^3=\frac{k\langle G^2\rangle}{r}\left(1-e^{-3rt}\right).$$

Since $\langle G^2\rangle$ is $1/d$ times larger for pulses, the ratio is still $d^{-1/3}$, provided both films have the same $r$. Annealing lowers both densities by the same factor in this limit.

With $N_0$ restored, the example uses $r=\nu e^{-E_a/k_BT_f}$, where $T_f$ is the film temperature, $E_a=1.1$ eV and $\nu=10^{10}$ s⁻¹. At 320 K, $r=4.7\times10^{-8}$ s⁻¹ and the ratio is 2.148. At 350 K, $r=1.45\times10^{-6}$ s⁻¹; the densities drop by about 5–6 %, but the ratio is still 2.131.

**Direct recombination** also removes carriers. Let its rate be $Bnp$, and let $R$ be the recombination rate at defects. In the quasi-steady state $R=A_nnN=A_ppN$, so $np=R^2/(A_nA_pN^2)$ and

$$G=R+\beta R^2,\qquad \beta=\frac{B}{A_nA_pN^2}.$$

The creation rate becomes $kR^2/N^2$. For $B=10^{-9}$ cm³/s, direct recombination takes 2.4 % of the peak generation at $N_0$. Its share falls as $N$ grows, and the final ratio is 2.149 to the digits quoted. This smallness rests on the short lifetimes assumed, since $\beta=B\tau_n\tau_p$. With both capture coefficients 20 times smaller (0.5 and 1 µs at $N_0$) and the same $k$ and $B$, the share starts at 73 % and the ratio falls to 1.98. The charge imbalance is then of the order of $N_0$, so the model is outside its range.

With saturation, annealing at 320 K and direct recombination combined, the ratio is 1.98.

**Charge imbalance** is largest relative to $N$ at the start. At the peak, $n=5\times10^{14}$ and $p=10^{15}$ cm⁻³, a difference of 5 % of $N_0$. Charged defects capture much faster than neutral ones, so 5 % is enough to shift the carrier ratio. In a neutral film with positive, neutral and negative defect states and charged capture 50 times the neutral one, $p/n$ at this point is 1.3 instead of 2 and $np$ is 4 % lower. Since both carrier densities vary as $1/N$, the imbalance relative to $N$ falls as $1/N^2$, and the final ratio remains 2.149.

**Uneven absorption** changes the density profile. For a 300 nm film with an absorption coefficient of $3\times10^3$ cm⁻¹, the continuous-light density falls by 5.8 % from front to back. If carrier diffusion is neglected, the law applies separately at each depth, and the late-time ratio does not depend on the local $G_a$.

**Heating within a pulse** is small. Take the generation as uniform over the 300 nm film and let all absorbed power become heat. The peak flux is then $G_p$ times the film thickness times the photon energy, which for 1.8 eV photons gives $q=0.173$ W/cm². Treat the glass substrate as a thick half-space of effusivity $b=0.15$ W s$^{1/2}$ cm⁻² K⁻¹. A brief heat dose $Q$ per area spreads as a Gaussian and leaves a surface temperature rise $Q/(b\sqrt{\pi s})$ after time $s$. Summing the doses $q\,ds$ over the pulse gives

$$\Delta T=\int_0^w\frac{q\,ds}{b\sqrt{\pi s}}
=\frac{2q}{b}\sqrt{\frac w\pi}=0.041\ \text{K}.$$

This excludes the average heating, which is the same for both exposures if their cooling is the same.

### How far this applies to a real film

The generation rate is of the rough order produced by sunlight in a thin film, and defect densities of $10^{16}$–$10^{17}$ cm⁻³ are plausible for light-soaked material. The initial density is on the high side for good material. The capture and creation coefficients are effective model values, not measured constants. Real films have a spread of trapping times and defect stabilities, which one lifetime and one annealing energy cannot represent. For the coefficients of the example, a fixed saturation density matters most for the ratio: with the assumed $N_s$ it lowers the ratio by about 8 %, from 2.15 to 1.98. Saturation by light-induced annealing can instead leave the ratio unchanged or raise it, and lifetimes near 1 µs make direct recombination as important. A solar cell that extracts carriers through its contacts also breaks the relation $n,p\propto G/N$; that effect is not sized here.

For accelerated light soaking, $d^{-1/3}$ is therefore a useful estimate when pulses outlast the carrier response, defects remain the main recombination path even at the peak generation, new defects far outnumber the initial ones, saturation is distant and both films are at the same temperature. The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
SCALED TESTS
full kinetics, d=0.5: ratio 1.2591, d^(-1/3) 1.2599
full kinetics, d=0.2: ratio 1.7082, d^(-1/3) 1.7100
full kinetics, d=0.1: ratio 2.1516, d^(-1/3) 2.1544
d=0.2, tau_n=1, tau_p=2, period=0.5: rate gain 1.0066
d=0.2, tau_n=1, tau_p=2, period=5.0: rate gain 1.4878
d=0.2, tau_n=1, tau_p=2, period=100.0: rate gain 4.5833
EXAMPLE INPUTS
average generation 2.0e+21 cm^-3 s^-1
initial defect density 1.0e+16 cm^-3
exposure 1.0e+05 s; duty cycle 0.1
pulse width 1.0 ms; period 10.0 ms
A_n 4.0e-09, A_p 2.0e-09, c 8.0e-16 cm^3/s
EXAMPLE RESULTS
k 100.0 cm^-3 s; peak generation 2.0e+22 cm^-3 s^-1
3 k Ga^2 t 1.200e+50 cm^-9
initial density cubed 1.000e+48 cm^-9
continuous light: N 4.946e+16 cm^-3
pulsed d=0.5: N 6.223e+16 cm^-3, ratio 1.2582
pulsed d=0.2: N 8.439e+16 cm^-3, ratio 1.7062
pulsed d=0.1: N 1.063e+17 cm^-3, ratio 2.1491
continuous time to reach pulsed N at d=0.1: 1.0e+06 s
NEGLECTED EFFECTS, d=0.1
saturation density 2.0e+17 cm^-3; B 1.0e-09 cm^3/s
annealing: 1.1 eV, prefactor 1.0e+10 s^-1
annealing rate at 320 K: 4.74e-08 s^-1
annealing rate at 350 K: 1.45e-06 s^-1
saturation: cw 4.637e+16, pulsed 9.182e+16 cm^-3, ratio 1.9802
annealing 320 K: cw 4.937e+16, pulsed 1.061e+17 cm^-3, ratio 2.1484
annealing 350 K: cw 4.689e+16, pulsed 9.991e+16 cm^-3, ratio 2.1306
tail recombination: cw 4.945e+16, pulsed 1.063e+17 cm^-3, ratio 2.1486
all, 320 K: cw 4.628e+16, pulsed 9.160e+16 cm^-3, ratio 1.9793
lifetimes at N0: tau_n 25.0 ns, tau_p 50.0 ns
peak n 5.00e+14, p 1.00e+15 cm^-3 at N0
charge imbalance |p-n|/N0 at peak 5.0 %
tail share of recombination at N0, peak 2.38 %
lifetimes at N0: rate gain below 1/d by 0.0042 %
slow response 10 us: rate gain below 1/d by 1.0000 %
film 300 nm, absorption 3.0e+03 cm^-1, photon 1.8 eV
front-to-back fall of N, continuous 5.8 %
glass effusivity 0.15 W s^0.5 cm^-2 K^-1
absorbed peak flux 0.173 W/cm^2; heating in one pulse 0.041 K
```
